# Inferring the DMI constant from a domain-wall velocity plateau

**Problem.** A thin film with perpendicular easy axis has magnetization $M=6\times10^{5}$ A/m. A magnetic field normal to the film drives a domain wall. As the field rises, the wall velocity levels off at $v=200$ m/s. The plateau is said to be limited by the interfacial Dzyaloshinskii–Moriya interaction (DMI): its height is taken to be the largest steady velocity that the DMI can sustain in a straight wall. Find the magnitude of the DMI constant $D$. Take $g=2$, so that $\gamma=ge/(2m_e)=1.7588\times10^{11}$ rad/(s T).

## A tempting solution

The DMI constant is an energy per area. In a wall of width parameter $\Delta$ it gives an energy density $D/\Delta$, and hence an effective in-plane field
$$B_D=\frac{D}{M\Delta}.$$
At the largest steady velocity the wall moment stands at right angles to this field. A spin at the wall centre then turns towards the film normal at the rate $\gamma B_D$. Near the centre the magnetization direction changes by one radian over a distance $\Delta$, so the wall advances by $\Delta$ for each radian turned:
$$v=\gamma\Delta B_D=\frac{\gamma D}{M},\qquad D=\frac{Mv}{\gamma}=\frac{6\times10^{5}\times200}{1.7588\times10^{11}}=6.8\times10^{-4}\ \text{J/m}^2 .$$
The width has cancelled, the units are right, and 0.68 mJ/m² is a plausible size.

## Where it fails

The field $B_D$ is a legitimate quantity: a uniform in-plane field of this size gives the wall the same angular energy as the DMI does. The fault is to read the velocity of the whole wall from one spin at its centre.

Take the energy density
$$w=A|\mathbf m'|^2+K(1-m_z^2)+D\,(m_zm_x'-m_xm_z'),$$
where $\mathbf m$ is the unit magnetization, a prime means $d/dx$, $A$ is the exchange stiffness, and $K$ is the perpendicular anisotropy after subtraction of the film's shape anisotropy. Let the wall at $q$ be up on the left and down on the right. With $u=(x-q)/\Delta$ and $\Delta=\sqrt{A/K}$,
$$m_z=-\tanh u,\qquad m_x=\cos\phi\,\text{sech}\,u,\qquad m_y=\sin\phi\,\text{sech}\,u .$$

Variation of the DMI term with respect to $m_x$ gives $-Dm_z'-(Dm_z)'=-2Dm_z'$. The $x$ component of the true DMI field is therefore
$$B_x=\frac{2D}{M}m_z'=-\frac{2D}{M\Delta}\text{sech}^2u .$$
At the centre it is $2B_D$, not $B_D$, and it falls off to both sides. The one-spin argument with this true local field would give $v=2\gamma D/M$. Two versions of the same argument disagree by a factor of two, so neither can be trusted.

What must balance is the total change of $m_z$. When the moment is at right angles to the DMI field, $m_x=0$ and $|m_y|=\text{sech}\,u$. Precession then gives
$$|\dot m_z|=\gamma|m_yB_x|=\frac{2\gamma |D|}{M\Delta}\text{sech}^3u,$$
while a wall moving rigidly at velocity $v$ needs $\dot m_z=-vm_z'=(v/\Delta)\,\text{sech}^2u$. The two shapes differ, so they cannot be matched spin by spin. Their integrals over $x$ can be matched. Since $\int\text{sech}^3u\,du=\pi/2$ and $\int\text{sech}^2u\,du=2$,
$$2v=\frac{2\gamma |D|}{M}\,\frac{\pi}{2}\quad\Longrightarrow\quad v=\frac{\pi}{2}\,\frac{\gamma |D|}{M}.$$
The tempting solution has lost the factor $\pi/2$. This balance does not yet show that the right-angle position is the limit of steady motion; the equations of motion do.

## The right solution

**Angular energy.** For the assumed profile,
$$m_zm_x'=\frac{\cos\phi}{\Delta}\tanh^2u\,\text{sech}\,u,\qquad -m_xm_z'=\frac{\cos\phi}{\Delta}\text{sech}^3u .$$
Because $\tanh^2u+\text{sech}^2u=1$, their sum is $(\cos\phi/\Delta)\,\text{sech}\,u$. With $\int\text{sech}\,u\,du=\pi$, the DMI energy per wall area is $\pi D\cos\phi$. For $D>0$ the rest angle is $\phi=\pi$; for $D<0$ it is $\phi=0$. Let $\psi$ be the angle measured from rest. In both cases
$$\sigma(\psi)=\text{const}-\pi|D|\cos\psi .$$
The sign of $D$ has dropped out, so this velocity measurement cannot supply it.

**Equations of motion.** Start from
$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m},$$
with damping $\alpha$. Let $\theta$ be the polar angle from $+z$ and $E$ the energy per wall area. The two components of the equation are
$$\dot\theta+\alpha\sin\theta\,\dot\phi=-\frac{\gamma}{M\sin\theta}\frac{\delta E}{\delta\phi},\qquad
\sin\theta\,\dot\phi-\alpha\dot\theta=\frac{\gamma}{M}\frac{\delta E}{\delta\theta}.$$
The profile has $\sin\theta=\text{sech}\,u$ and $\theta'=\sin\theta/\Delta$, hence $\dot\theta=-\dot q\sin\theta/\Delta$. Also $\int\sin^2\theta\,dx=2\Delta$.

Multiply the first equation by $\sin\theta$ and integrate over $x$:
$$-2\dot q+2\alpha\Delta\dot\phi=-\frac{\gamma}{M}\frac{\partial\sigma}{\partial\phi}.$$
Multiply the second by $\theta'$ and integrate. Since $\partial\theta/\partial q=-\theta'$, the right side becomes $-(\gamma/M)\,\partial E/\partial q$. A field $B$ along $+z$ lowers the energy by $2MB$ per unit advance, so $-\partial E/\partial q=2MB$ and
$$2\dot\phi+\frac{2\alpha\dot q}{\Delta}=2\gamma B .$$
As $\dot\phi=\dot\psi$, the two results are
$$\dot q-\alpha\Delta\dot\psi=\frac{\gamma}{2M}\frac{\partial\sigma}{\partial\psi}=v_D\sin\psi,\qquad
\dot\psi+\frac{\alpha\dot q}{\Delta}=\gamma B,\qquad
v_D=\frac{\pi\gamma|D|}{2M}.$$

**The limit.** Eliminating $\dot q$ gives
$$(1+\alpha^2)\dot\psi=\gamma(B-B_W\sin\psi),\qquad B_W=\frac{\alpha v_D}{\gamma\Delta}.$$
For $B<B_W$ the angle settles where $\sin\psi=B/B_W$ and $\cos\psi>0$. The velocity is then $\gamma\Delta B/\alpha=v_D\sin\psi$. At the Walker field $B_W$ the angle reaches $90^\circ$, and beyond it no steady angle exists. The largest steady velocity is therefore $v_D$. Damping and width set the field at which it is reached, but cancel from its value.

**The number.** Setting $v=v_D$,
$$|D|=\frac{2Mv}{\pi\gamma}=\frac{2\times6\times10^{5}\times200}{\pi\times1.7588\times10^{11}}
=4.34\times10^{-4}\ \text{J/m}^2 .$$
Since 1 T = 1 J/(A m²), the unit of $Mv/\gamma$ is (A/m)(m/s)(s T) = A T = J/m², as required. **The inferred magnitude is $|D|\approx0.43$ mJ/m².** If $|D|$ were really 0.68 mJ/m², the limit would lie at about 314 m/s.

## What the word "plateau" assumes

The rigid wall does not have a plateau at $v_D$. Above $B_W$ its angle rotates, with period
$$T=\frac{1+\alpha^2}{\gamma}\int_0^{2\pi}\frac{d\psi}{B-B_W\sin\psi}=\frac{2\pi(1+\alpha^2)}{\gamma\sqrt{B^2-B_W^2}} .$$
The mean velocity follows from the second equation of motion, $\langle\dot q\rangle=(\Delta/\alpha)(\gamma B-2\pi/T)$. With $b=B/B_W$ and $\gamma\Delta B_W/\alpha=v_D$,
$$\frac{\langle\dot q\rangle}{v_D}=b-\frac{\sqrt{b^2-1}}{1+\alpha^2}.$$
Just above $b=1$ this falls steeply. Setting its derivative to zero gives a minimum at $b=1/\sqrt{1-(1+\alpha^2)^{-2}}$, where the mean velocity is $v_D/b$. For $\alpha=0.3$ this is $0.40\,v_D$ at $b\approx2.5$. The minimum is broad and could look flat over a limited range of fields, but it lies far below $v_D$. For $b\gg1$, where $\sqrt{b^2-1}\approx b$, it tends to $b\,\alpha^2/(1+\alpha^2)$: the velocity rises again, with a mobility smaller than the initial one by the factor $\alpha^2/(1+\alpha^2)$.

A flat stretch at $v_D$ thus needs something outside this model. Letting the angle vary along the length of the wall changes the motion above $B_W$, but it is not shown here that this gives a plateau at $v_D$. The identification of the plateau with $v_D$ is a premise of the problem, not a result derived here. If the plateau lies at $fv_D$ instead, the inferred constant must be divided by $f$. For $f=0.9$ it becomes 0.48 mJ/m².

## A wall with a free profile

The derivation forced a fixed shape on the wall. To test this, the full one-dimensional equation of motion was integrated in time with the profile free. The chosen parameters are $A=10$ pJ/m, $K=0.4$ MJ/m³ and $\alpha=0.3$, with the inferred $D$. They give $\Delta=5$ nm and
$$B_W=\frac{0.3\times200}{1.7588\times10^{11}\times5\times10^{-9}}\ \text{T}=68\ \text{mT}.$$
Each run starts at $\psi=0$ and lasts 2.56 ns. Velocities are means over the last 0.85 ns, except at $2B_W$, where five turns are averaged.

| $B/B_W$ | Mean velocity (m/s) |
|---|---|
| 0.50 | 99.1 |
| 0.90 | 178.1 |
| 0.96 | 189.8 |
| 1.00 | 197.2 |
| 1.04 | 99.2 |
| 1.08 | 192.7 |
| 2.00 | 82.0 |

Up to $B_W$ the values follow $v_DB/B_W$ to within 1.5%. The highest, 197 m/s, would return $|D|=0.428$ mJ/m². Most of the remaining difference comes from the spatial discretization with cells of 1.5 nm. With fourth-order instead of second-order differences on the same cells, the value at $B_W$ rises to 199.1 m/s, while the entries at 1.04 and 1.08 shift by about $+4$ and $-2$ m/s. The finite run time accounts for about 0.6 m/s at $B_W$: the rigid wall, averaged over the same window, gives 199.4 m/s. At $2B_W$ the rigid-wall formula gives $0.411\,v_D=82$ m/s, in agreement with the integration.

The entries at 1.04 and 1.08 look contradictory, but they are not long-time means. The formula for $T$ gives periods of 2.0 ns and 1.4 ns, both longer than the averaging window. In the rigid model the part of a turn with $\sin\psi<0$, in which the DMI torque drives the wall backwards, lasts
$$\frac{1+\alpha^2}{\gamma B_W}\int_0^\pi\frac{d\psi}{b+\sin\psi}=\frac{1+\alpha^2}{\gamma B_W}\,\frac{2\arctan\sqrt{b^2-1}}{\sqrt{b^2-1}}\approx0.18\ \text{ns}$$
at $b=1.04$, and about 0.17 ns at $b=1.08$. It comes at the end of each turn: from 1.8 to 2.0 ns at $b=1.04$, inside the window that opens at 1.7 ns, and from 1.2 to 1.4 ns at $b=1.08$, before the window opens. The next such interval at $b=1.08$ would begin at about 2.6 ns, after the run has ended. The value of 193 m/s is therefore no sign of a plateau. The rigid-wall long-time means at these two fields are about 156 and 141 m/s.

Two further sets of runs tested the cancellations. With $\alpha$ doubled and the rest held fixed, the highest sampled mean was $0.988\,v_D$. With $D/\sqrt{AK}$ halved at fixed $\sqrt{AK}$, it was 0.497 of the original $v_D$, close to the half that proportionality to $D$ requires. This last mean is not a steady velocity, however. Halving $D$ doubles the period, to 4.0 ns at $1.04B_W$, so that run ends while the wall is still passing slowly through $90^\circ$. Over the averaging window the rigid model gives 0.999 of the halved limit there, against 0.988 at $B_W$, where the wall is still approaching $90^\circ$; the highest mean therefore belongs to the run at $1.04B_W$. It tests the DMI torque near $90^\circ$, which sets the limit, but not the settling at a steady angle. In the reduced equation velocity is measured in units of $2\gamma\sqrt{AK}/M$, so the same run also describes an unchanged $D$ with $\sqrt{AK}$ doubled. The peak is then $0.993\,v_D$.

## The wall's own magnetic charges

A wall magnetized along $x$ carries charges that also hold its angle. Write their energy per wall area as $2\Delta K_N\cos^2\psi$, with $K_N=\mu_0M^2N/2$.

To find $N$, consider one Fourier component $M_k$ of the $x$ magnetization in a film of thickness $t$, with its mid-plane at $z=0$. Inside, the magnetic potential is $-(iM_k/k)\,(1-e^{-|k|t/2}\cosh kz)$. This satisfies the Poisson equation, and it joins a decaying outer potential with continuous value and slope. Averaged over the thickness, the field is $-M_k\,G(|k|t)$, with
$$G(s)=1-\frac{1-e^{-s}}{s}.$$
The Fourier transform of $\text{sech}(x/\Delta)$ is $\pi\Delta\,\text{sech}(\pi k\Delta/2)$. Summing the energy over $k$, dividing by $2\Delta$ and setting $p=k\Delta$,
$$N=\frac{\pi}{2}\int_0^\infty G\!\left(\frac{pt}{\Delta}\right)\text{sech}^2\frac{\pi p}{2}\,dp\;\longrightarrow\;\frac{t\ln2}{\pi\Delta}\quad(t\ll\Delta),$$
where the limit uses $G(s)\approx s/2$ and $\int_0^\infty y\,\text{sech}^2y\,dy=\ln2$. For $t=1$ nm the full integral gives $N=0.042$ and $K_N=9.5$ kJ/m³.

The velocity limit is now $\gamma/(2M)$ times the maximum of $\pi|D|\sin\psi-2\Delta K_N\sin2\psi$. Put $r=2\Delta K_N/(\pi|D|)\approx0.07$ and $\psi=90^\circ+\varepsilon$. For small $\varepsilon$,
$$\sin\psi-r\sin2\psi=\cos\varepsilon+r\sin2\varepsilon\approx1-\tfrac12\varepsilon^2+2r\varepsilon ,$$
which is largest at $\varepsilon=2r$, with value $1+2r^2$. The charges do not act at $90^\circ$, so they enter at second order. The numerical maximum lowers the inferred value by about 1%, to 0.430 mJ/m².

In the opposite limit, $D=0$, the maximum of $|\sin2\psi|$ gives a top velocity $\gamma\Delta K_N/M=14$ m/s. For these film parameters the charges alone cannot sustain a steady velocity of 200 m/s. A rotating wall without DMI can reach that mean velocity, but only at about 0.8 T, where the velocity keeps rising with the field instead of levelling off.

The same energies show where the assumed state of rest exists. The rest angle $\psi=0$ is stable if $\sigma''(0)=\pi|D|-4\Delta K_N>0$, which requires $|D|>0.061$ mJ/m². Near this bound the charges are no longer a small correction: at the bound itself $r=1/2$, and the velocity limit is $1.3\,v_D$. At the upper end, exchange and anisotropy each contribute $2\sqrt{AK}$ to the wall energy. With no magnetostatic energy beyond the shape anisotropy contained in $K$, the total is $4\sqrt{AK}-\pi|D|$, which becomes negative above $|D|=2.55$ mJ/m². The stray field of two oppositely magnetized domains lowers this bound, to about 2.35 mJ/m² for a strip 1 µm wide and 1.93 mJ/m² for one 1 cm wide; the wall's own charges add back $2\Delta K_N/\pi=0.03$ mJ/m², giving about 2.4 and 2.0 mJ/m². Walls then lower the energy, although the uniform state can persist until a wall is nucleated. The inferred value lies well inside both bounds.

## Reading a real film

The parameters are rough values for an ultrathin ferromagnetic film on a heavy metal, with $\alpha=0.3$ towards the high end. A DMI constant of a few tenths of a mJ/m² is an ordinary size for such films. Real walls are not rigid and straight, and they meet pinning, so the premise $v=v_D$ is the weakest link; the 10% shortfall considered above moves the answer by 11%. The magnetization must be that of the magnetic layer at the temperature of the velocity measurement. If it is 10% lower there, with $v$ held fixed, the result is 0.39 mJ/m². Taking $g=2.1$ instead of 2, with $M$ and $v$ held fixed, gives 0.41 mJ/m². These shifts far exceed the rounding of the formula, so two figures are as many as the inference deserves. The numerical output lists the parameters and the main results.

## Numbers as computed

```
magnetization M = 6.00e+05 A/m
plateau velocity = 200 m/s
g factor = 2.0
gamma = 1.7588e+11 rad/(s T)
inferred |D| = 0.4344 mJ/m2
inferred |D| = 4.344e-04 J/m2
exchange A = 10 pJ/m
effective anisotropy K = 0.4 MJ/m3
film thickness = 1.0 nm
damping alpha = 0.3
wall width parameter = 5.00 nm
Walker field = 68.2 mT
reduced DMI D/sqrt(AK) = 0.2172
LLG velocity unit = 1172.5 m/s
LLG time unit = 4.26 ps
LLG cell size = 1.50 nm
LLG run time = 2.56 ns
LLG mean velocity at the end of the run:
  B/B_W = 0.50: v = 99.1 m/s
  B/B_W = 0.90: v = 178.1 m/s
  B/B_W = 0.96: v = 189.8 m/s
  B/B_W = 1.00: v = 197.2 m/s
  B/B_W = 1.04: v = 99.2 m/s
  B/B_W = 1.08: v = 192.7 m/s
  B/B_W = 2.00: v = 82.0 m/s
LLG peak velocity = 197.2 m/s
|D| recovered from LLG peak = 0.4283 mJ/m2
LLG peak / v_D, example = 0.9861
LLG peak / v_D of example, half reduced DMI = 0.4966
LLG peak / v_D, doubled damping = 0.9877
rigid-wall mean v/v_D at B/B_W = 2: 0.4110
same by quadrature: 0.4110
wall demagnetizing factor N = 0.0420
wall magnetostatic K_N = 9.50 kJ/m3
top velocity without DMI = 13.9 m/s
|D| with wall magnetostatics = 0.4302 mJ/m2
change from magnetostatics = -0.96 %
least |D| for a Neel wall at rest = 0.061 mJ/m2
|D| where uniform state fails = 2.55 mJ/m2
|D| if plateau is 0.9 v_D = 0.483 mJ/m2
|D| if M is 10 % lower = 0.391 mJ/m2
|D| if g = 2.1: 0.414 mJ/m2
```
